# Why bulk-trained finite-range potentials can fail for depolarized ferroelectric films

Take an insulating film of thickness $L$, infinitely wide, with uniform polarization $P$ along its normal. In Hartree atomic units with the Gaussian form of electrostatics, $D=E+4\pi P$, polarization is charge per area and $P^2$ is an energy per volume. The electrostatic energy density is therefore $P^2$ times a dimensionless number. Reversing $P$ leaves it unchanged, and linear electrostatics makes it quadratic. The Coulomb law contains no length, so if the film stands alone, $L$ is the only macroscopic length and no dimensionless ratio can be formed from it. The result must be

$$
\frac{\Delta U}{\text{volume}}=c\,P^2 ,
$$

with $c$ independent of thickness. It can depend on the electronic dielectric constant $\varepsilon$ (ions held fixed) and on what is connected to the faces. That last dependence is what defeats a finite-range potential: $c$ vanishes for one electrical boundary condition and not for another, while the atoms deep inside are arranged identically.

## The missing energy

Let $P$ be the polarization that the frozen ionic arrangement has at zero macroscopic field, electronic response included. A field adds an electronic polarization $p$. If the electrons respond linearly with susceptibility $\chi$, so that $p=\chi E$, the energy cost of $p$ is $p^2/(2\chi)$. With no free charge on the faces, and terminations that add none of their own, $D=0$ inside and $E=-4\pi(P+p)$. The energy density relative to zero field is

$$
\Delta u=\frac{p^2}{2\chi}+\frac{E^2}{8\pi}.
$$

Since $dE/dp=-4\pi$, the minimum over $p$ satisfies $p/\chi-E=0$, which is the assumed response. Inserting $p=\chi E$ into the field equation gives $(1+4\pi\chi)E=-4\pi P$. With $\varepsilon=1+4\pi\chi$,

$$
E=-\frac{4\pi P}{\varepsilon},\qquad
\Delta u=\frac{(4\pi\chi+1)E^2}{8\pi}=\frac{\varepsilon E^2}{8\pi}=\frac{2\pi P^2}{\varepsilon}.
$$

So $c=2\pi/\varepsilon$ for the open film. For perfect short-circuit screening $E=0$ and $c=0$. It also vanishes for uniform polarization in the plane of an infinitely wide film, which puts no charge on the faces.

Now consider a potential that is a sum of atomic energies, each determined by atoms within a finite reach. For a message-passing network, the reach is the total distance over which information travels. Suppose it gives the correct energy $e_b$ per cell for uniformly polarized periodic bulk at zero macroscopic field. In a film of $N$ layers, thicker than twice the reach, every added layer adds one more bulk environment. Per column of cells through the film,

$$
E_{\rm model}=Ne_b+c_1,\qquad
E_{\rm true}=N\left(e_b+\frac{2\pi P^2\Omega}{\varepsilon}\right)+c_2 ,
$$

where $\Omega$ is the cell volume and $c_1,c_2$ are surface terms that become constant in thick films. The error grows linearly with $N$.

The forces fail too. If a mode amplitude $s$ has dynamical dipole $Z=\Omega\,dP/ds$, and $\varepsilon$ does not depend on $s$, the missing interior force is

$$
F=-\frac{d}{ds}\frac{2\pi P^2\Omega}{\varepsilon}
=-\frac{4\pi PZ}{\varepsilon}=ZE .
$$

It does not fade as the faces recede, because the field of two wide charged sheets does not fade.

Neutrality of the training cells is not the cause, for the film is neutral as well. The cause is that the interior energy depends on the macroscopic field, which the local atomic arrangement does not determine. Training cells at zero field show the potential only one value of that energy.

## A solvable crystal

Place on each site of a simple cubic lattice, with spacing $a$ and $\Omega=a^3$, an ionic dipole $s$ along $z$ and an electronic dipole $d$ with isotropic polarizability $\alpha$. The site energy is $ks^2/2+bs^4/4+d^2/(2\alpha)$. All dipoles interact by the point-dipole law, and neighbouring sites have a bond energy $J(s_i-s_j)^2/2$, which is zero for uniform $s$.

What does a site feel from its surroundings? Equal dipoles $m$ within a centred sphere produce a field

$$
m\sum_{r<R}\frac{3z^2-r^2}{r^5}=0,
$$

because cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. The material outside the sphere acts through the charge on the cavity wall. Its surface density is $-P_m\cos\theta$, with $P_m=m/\Omega$, and its field at the centre is

$$
P_m\int\cos^2\theta\,d\omega=\frac{4\pi}{3}P_m ,
$$

where $d\omega$ is solid angle. That is the whole local field in bulk at zero macroscopic field. In the open film the charges $\pm P_m$ on the faces add $-4\pi P_m$, leaving $-8\pi P_m/3$. In units of $m/a^3$, an Ewald sum for the bulk gives $4.18879$, and direct summation over the planes of the film gives $-8.37758$. The neighbours inside the sphere distinguish nothing.

Write $t=4\pi/(3\Omega)$. In bulk, $d=\alpha t(s+d)$, so the total dipole is $m=s+d=s/(1-\alpha t)$ and $Z=1/(1-\alpha t)$. The electronic and dipolar energy is

$$
\frac{d^2}{2\alpha}-\frac{t m^2}{2}
=-\frac{t m^2}{2}(1-\alpha t)
=-\frac{t s^2}{2(1-\alpha t)} .
$$

Inside the open film, $t$ is replaced by $-2t$. The energy difference, film minus bulk, is

$$
\frac{s^2}{2}\left[\frac{2t}{1+2\alpha t}+\frac{t}{1-\alpha t}\right]
=\frac{s^2}{2}\,\frac{3t}{(1+2\alpha t)(1-\alpha t)} .
$$

To identify $\varepsilon$, set $s=0$ and apply a displacement field $D$. Then $m=\alpha(D-2tm)$, hence $m=\alpha D/(1+2\alpha t)$, and

$$
E=D-3tm=D\,\frac{1-\alpha t}{1+2\alpha t},\qquad
\varepsilon=\frac{D}{E}=\frac{1+2\alpha t}{1-\alpha t}.
$$

Thus $(1+2\alpha t)(1-\alpha t)=\varepsilon/Z^2$. With $3t=4\pi/\Omega$ and $P=Zs/\Omega$, the difference becomes $2\pi P^2\Omega/\varepsilon$: the macroscopic result, now obtained from the lattice.

Choose $a=6$ bohr, $\alpha=25$ bohr$^3$, $k=0.030$ and $J=0.006$ bohr$^{-3}$, and $b=0.008$ hartree/(e bohr)$^4$. Then $\alpha t=0.4848$, $Z=1.941$ and $\varepsilon=1.9696/0.5152=3.823$. The uniform bulk stiffness is

$$
K=k-tZ=0.03000-0.03764=-0.00764\ \text{bohr}^{-3}.
$$

It is negative, so the bulk polarizes, with $s_0=\sqrt{-K/b}=0.977$ e bohr and well energy $-K^2/(4b)=-0.00182$ hartree per cell. The polarization is $P=1.941\times0.9774/216=0.00878$ e/bohr$^2$, or $0.50$ C/m$^2$. The missing energy is

$$
\frac{2\pi(0.008783)^2(216)}{3.823}=0.0274\ \text{hartree per cell},
$$

or $0.745$ eV, about 15 times the depth of the ferroelectric well.

## A perfect fit that fails

The finite-range potential used here contains a quartic site term and pair products $s_is_j$ for all displacements with components up to two lattice spacings. Pairs related by the symmetry of the $z$-dipole interaction share a coefficient. The coefficients were fitted by least squares to 75 periodic $4\times4\times4$ cells with random amplitudes, their energies computed by Ewald summation at zero macroscopic field. On 25 further cells the largest error is about $3\times10^{-17}$ hartree per site, which is rounding.

That accuracy has a simple origin. In a cell that repeats after four spacings, every displacement is equivalent to one within the range of the potential, so the fit can absorb the periodic sum of the long-range interaction. Good results on held-out cells of the same kind then say nothing about longer distances.

Applied to open films frozen at $s_0$, the potential has these errors relative to the full dipole model, in hartree per column:

| Layers | Model minus reference |
|---:|---:|
| 5 | $-0.104$ |
| 10 | $-0.241$ |
| 20 | $-0.515$ |
| 40 | $-1.062$ |

From 20 to 40 layers the change per layer is $-(1.06222-0.51456)/20=-0.02738$ hartree, the predicted value. At the centre, the reference force on $s$ is $-0.0560$ hartree/(e bohr) for both 20 and 40 layers, equal to $ZE=1.941\times(-0.02887)$. The fitted potential gives zero there to rounding.

The same defect appears in bulk at long wavelength. A longitudinal wave varies along its polarization. Since $\nabla\cdot D=0$, its $D$ has no longitudinal amplitude, so it carries the field $-4\pi P/\varepsilon$ of the open film. For a transverse wave the electrostatic field, being curl-free, has no component along the polarization in the long-wave limit. The two stiffnesses therefore approach different limits, separated by

$$
\frac{4\pi Z^2}{\Omega\varepsilon}=0.0573\ \text{bohr}^{-3}.
$$

The stiffness of a finite-range pair potential is a finite sum of cosines, continuous at zero wavevector. It has one limit there, whatever the direction.

For longitudinal waves of period $4a$, which fit in the training cells, the stiffness error is zero. At $8a$, $16a$ and $64a$ the fitted stiffness is too small by $0.0346$, $0.0510$ and $0.0569$ bohr$^{-3}$, the last being 99% of the splitting. For transverse waves of the same periods the largest error is about $1.3\times10^{-5}$ bohr$^{-3}$ in magnitude. The uniform component of the training cells has fixed the long-wave limit at its zero-field value, which is right for transverse waves and wrong for longitudinal ones.

## Where the distance lies

It would be wrong to conclude that the two faces of an open film must exchange information through its thickness. A laterally uniform plane of normal dipoles has almost no field outside itself. In units of $m/a^3$, a site receives $-9.03362$ from its own plane, $0.32746$ from each adjacent plane and about $0.0006$ from each next one. Their sum, with both sides counted, is $-8.37758$. Because $D=0$ throughout, the depolarizing field at each height follows from the polarization at that height.

A finite-range potential trained on open films could therefore describe this family of states well. It would then assign the energy $e_b+2\pi P^2\Omega/\varepsilon$ to the interior environment and be wrong for bulk at zero field. Putting both kinds of data in the training set supplies two labels for one environment. More data cannot resolve that conflict; an added variable that fixes the interior field, such as $D$, can.

A memory capacitor shows the point without changing the film. Let its electrodes be identical perfect metals, short-circuited, with vacuum gaps of total thickness $g$ between film and metal. Zero voltage and continuity of $D$ require

$$
EL+Dg=0,\qquad D=\varepsilon E+4\pi P .
$$

Substituting $E=-Dg/L$ gives

$$
D=\frac{4\pi PL}{L+\varepsilon g},\qquad
E=-\frac{4\pi Pg}{L+\varepsilon g}.
$$

The energy per area, including the field in the gap, is

$$
\frac{\varepsilon E^2L+D^2g}{8\pi}
=\frac{2\pi P^2(\varepsilon g^2L+L^2g)}{(L+\varepsilon g)^2}
=\frac{2\pi P^2Lg}{L+\varepsilon g}.
$$

For $g\gg L/\varepsilon$ this returns the open film. For fixed $g$ and a thick film it tends to $2\pi P^2g$: the energy per area saturates and the interior field falls as $1/L$. Short-circuited electrodes at a fixed gap thus remove the extensive error. It remains at open circuit with uncharged electrodes, where $D=0$, and also if the gap grows in proportion to the film. Electrodes disconnected after shorting keep their screening charge, and with it the small field. If the gap is a nonpolar layer of dielectric constant $\varepsilon_d$, its voltage and field energy at given $D$ are both divided by $\varepsilon_d$, so $g$ is replaced by $g/\varepsilon_d$.

A periodic stack of films and vacuum with zero mean field obeys the same two conditions. For the frozen 20-layer film, widening the gap from $3a$ to $30a$ raises the energy by $0.2646$ hartree per column in the lattice sum; the continuum formula gives $0.2667$. With film and gaps four times thicker the values are $1.0648$ and $1.0670$. The discrepancy stays near $0.002$ hartree, as expected of a surface contribution absent from the continuum formula. The fitted potential gives no change at all, since even the smaller gap puts neighbouring films beyond its range.

## Relaxation and temperature

When $s$ is free to relax, the reference and the local potential predict different states. In a laterally uniform open film of 40 layers, the lowest stiffness of the reference is $+0.0497$ bohr$^{-3}$. The quartic energy is positive as well, so the only minimum within this family is $s=0$. Started from $s_0$ and minimized, the local potential keeps $s=0.977$ e bohr at the centre. Its surface value drops to $0.331$ e bohr because the fitted couplings lose partners there.

Loss of uniform polarization need not be loss of ferroelectricity, if the film is thick enough. Stripes of alternating sign put alternating charge on the faces, whose fields largely cancel in the interior when the stripes are narrow compared with the film. For a 20-layer film surrounded by wide vacuum, the lowest eigenvalue of the stiffness matrix is negative for some lateral periods. Of those sampled along a lattice axis, from $4a$ to $24a$, the softest is $8a$, at $-0.0028$ bohr$^{-3}$. The unpolarized film is then unstable towards domains. This depends on thickness: at 10 layers the stiffness stays positive for stripe periods from $2a$ to $10a$. It also depends on $s$ being confined to $z$, as in a uniaxial crystal; were $s$ free to lie in the plane with the same $k$ and $J$, in-plane polarization, which carries no depolarizing field, would be softer than any of these stripes. The local potential leaves a single domain without its electrostatic penalty, and so wrongly favours it over narrow stripes.

At 300 K, $k_BT=0.00095$ hartree, so the missing energy is about 29 $k_BT$ for each interior cell of the frozen uniform film. Thermal sampling with the local potential overweights that state by a factor whose logarithm grows with the number of cells. Longer sampling converges to the wrong distribution.

The frozen open film is a comparison state, not a forecast for a device. Its field is $14.8$ V/nm, and across 20 layers, or 120 bohr, an electron's energy would change by $0.02887\times120=3.5$ hartree. This far exceeds an oxide band gap, so charge would transfer between the faces long before, and linear response would fail. The dipole model also omits strain and surface chemistry. Domains, free carriers and short-circuited electrodes can each reduce the penalty, through charge that may lie far outside the local environment.

## What must be added

The remedy is to compute the long-range energy separately, from $Z$, $\varepsilon$ and the actual electrical boundary condition, and to train the finite-range part on what remains after this energy has been subtracted from the labels. With constant $Z$ and $\varepsilon$ this corrects the long-wave limit; at shorter wavelengths a smaller error can remain.

A shortcut is to place scaled dipoles $Z/\sqrt{\varepsilon}$ in vacuum. This reproduces the bulk splitting and the open film, since both contain $Z^2/\varepsilon$. For the short-circuited capacitor, however, setting $P\to P/\sqrt\varepsilon$ and the dielectric constant to one gives

$$
\frac{2\pi P^2}{\varepsilon}\,\frac{Lg}{L+g}
\quad\text{instead of}\quad
2\pi P^2\,\frac{Lg}{L+\varepsilon g}.
$$

For a vacuum gap with $\varepsilon g\ll L$ the first is too small by the factor $\varepsilon$, here $3.8$; for $L=20a$ and $g=3a$ the factor is $2.8$. If the thin gap is a nonpolar layer of dielectric constant $\varepsilon_d$, the factor is $\varepsilon/\varepsilon_d$. Scaled charges carry the right interaction through the bulk but not the dielectric contrast between film and gap. A potential meant for capacitors needs that contrast as well as the long range.
